**Zero-mode triplets of icosahedral fullerenes**

The program tests the description of icosahedral fullerenes by two Dirac fermions on a sphere with monopole charges $g=\pm3/2$. The levels are $E=\pm(v/R)\sqrt{(j+1/2)^2-g^2}$, where $v=3ta/2$, $t$ is the hopping, $a$ the bond length, $R$ the equal-area radius and $j=1,2,\ldots$.

It obtains the pentagon's valley holonomy from permutations of a periodic honeycomb and asserts that displaced holonomies agree when $h-k$ is divisible by 3, and not otherwise, for the lattice vectors $(h,k)$ tried. A variational calculation with the first-order Dirac operator asserts the sphere spectrum and three zero modes for each sign of $g$. Fullerene graphs are then diagonalized, and two triplets nearest zero are asserted for the $(m,m)$ cages treated, from C60 to C6000. Their mean energy falls from 0.432 to 0.114 in units of $v/R$. Between C1500 and C6000 it varies as $N^{-0.798}$, where $N$ is the number of atoms, close to the estimated $N^{-4/5}$. The control cages C320 and C500, which violate the divisibility condition, have quartets nearest zero instead.

## Numerical verification

```python
# Result under test: in icosahedral fullerenes whose pentagon centres are joined by
# a lattice vector (h,k) with h-k divisible by 3, the pi electrons act at low energy
# as two Dirac fermions on a sphere with monopole charges g = +3/2 and g = -3/2:
#   E = +-(v/R) sqrt((j+1/2)^2 - g^2),  j = 1, 2, ...,  v = 3 t a / 2,
# with one zero-energy triplet (j = 1) for each sign of g.
# t: hopping, a: bond length, R: radius of the sphere with the area of the N atoms.
# Lattice Hamiltonian: H = -t on each bond. Lattice energies below are in units of t.
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm, null_space
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from numpy.polynomial.legendre import Legendre, leggauss

# ---------- valley holonomy from a periodic 3 x 3 honeycomb ----------
# Site coordinates are three times the components along two lattice vectors at
# 60 degrees; hexagon centres lie at multiples of 3.
sites = [(3*i + s, 3*j + s) for i in range(3) for j in range(3) for s in (1, 2)]
site_index = {s: n for n, s in enumerate(sites)}


def wrap(u, v):
    return site_index[(u % 9, v % 9)]


lattice_vectors = np.sqrt(3)*np.array([[1, 0], [0.5, np.sqrt(3)/2]])
sheet = np.zeros((18, 18))
velocity = np.zeros((2, 18, 18), complex)
for (u, v) in sites:
    if u % 3 == 1:
        for step in [(1, 1), (-2, 1), (1, -2)]:
            p, q = wrap(u, v), wrap(u + step[0], v + step[1])
            bond = np.array(step) @ lattice_vectors/3
            assert abs(np.linalg.norm(bond) - 1) < 1e-12
            sheet[p, q] = sheet[q, p] = -1
            for axis in range(2):
                velocity[axis, q, p] = 1j*bond[axis]
                velocity[axis, p, q] = -1j*bond[axis]
zero_space = null_space(sheet)
assert zero_space.shape[1] == 4


def project(operator):
    return zero_space.T @ operator @ zero_space


def permutation(move):
    matrix = np.zeros((18, 18))
    for s in sites:
        matrix[wrap(*move(*s)), site_index[s]] = 1
    return matrix


vx, vy = project(velocity[0]), project(velocity[1])
speed = np.sqrt(np.trace(vx @ vx).real/4)
assert abs(speed - 1.5) < 1e-12
alpha_x, alpha_y = vx/speed, vy/speed
assert np.allclose(alpha_x @ alpha_x, np.eye(4))
assert np.allclose(alpha_y @ alpha_y, np.eye(4))
assert np.allclose(alpha_x @ alpha_y + alpha_y @ alpha_x, 0)
rotation = project(permutation(lambda u, v: (-v, u + v)))
spin_rotation = expm(-1j*np.pi/6*(-1j*alpha_x @ alpha_y))
valley = rotation @ spin_rotation.conj().T
assert np.allclose(valley @ alpha_x, alpha_x @ valley)
assert np.allclose(valley @ alpha_y, alpha_y @ valley)
assert np.allclose(valley @ valley, -np.eye(4))
phases = np.sort(np.angle(np.linalg.eigvals(valley)))
assert np.allclose(phases, np.pi/2*np.array([-1, -1, 1, 1]))
for h, k in itertools.product(range(4), repeat=2):
    shift = project(permutation(lambda u, v: (u + 3*h, v + 3*k)))
    same = np.allclose(shift @ valley @ shift.T, valley)
    assert same == ((h - k) % 3 == 0)
charge = 12*phases[-1]/(4*np.pi)
assert abs(charge - 1.5) < 1e-12
charge = round(2*charge)/2


# ---------- Dirac operator on the sphere with a monopole ----------
def squared_levels(g, m, chirality, size=6):
    """Variational eigenvalues of D^dagger D for one spinor component, R = v = 1."""
    x, weight = leggauss(40)
    s = np.sqrt(1 - x*x)
    north = abs(chirality*(m + g) - 0.5)
    south = abs(chirality*(m - g) + 0.5)
    envelope = (1 - x)**(north/2)*(1 + x)**(south/2)
    log_slope = north/2*s/(1 - x) - south/2*s/(1 + x)
    potential = 0.5*x/s - chirality*(m + g*x)/s
    function, image = [], []
    for degree in range(size):
        poly = Legendre.basis(degree)
        function.append(envelope*poly(x))
        image.append(envelope*(-s*poly.deriv()(x) + (log_slope + potential)*poly(x)))
    function, image = np.array(function), np.array(image)
    return eigh((image*weight) @ image.T, (function*weight) @ function.T,
                eigvals_only=True)


zero_counts = {}
for g in (charge, -charge):
    for chirality in (1, -1):
        count = 0
        for m in range(-4, 5):
            found = squared_levels(g, m, chirality)
            lowest = abs(g) - 0.5 if chirality*g > 0 else abs(g) + 0.5
            j = max(abs(m), lowest) + np.arange(len(found))
            assert np.allclose(found, (j + 0.5)**2 - g*g, atol=1e-8)
            count += int(np.sum(np.abs(found) < 1e-8))
        zero_counts[g, chirality] = count
assert zero_counts[charge, 1] == 3 and zero_counts[charge, -1] == 0
assert zero_counts[-charge, -1] == 3 and zero_counts[-charge, 1] == 0
sphere_levels = np.sqrt(np.abs(squared_levels(charge, 0, 1)[:4]))


# ---------- fullerene graphs ----------
def triangulation(m):
    """Icosahedron with each edge divided into m parts, as a list of triangles."""
    golden = (1 + np.sqrt(5))/2
    corners = []
    for s1, s2 in itertools.product((1, -1), repeat=2):
        base = (0, s1, s2*golden)
        corners += [np.roll(base, r) for r in range(3)]
    corners = np.array(corners)

    def near(p, q):
        return abs(np.linalg.norm(corners[p] - corners[q]) - 2) < 1e-9

    faces = [f for f in itertools.combinations(range(12), 3)
             if near(f[0], f[1]) and near(f[1], f[2]) and near(f[0], f[2])]
    assert len(faces) == 20
    triangles = []
    for face in faces:
        def point(i, j):
            parts = zip(face, (m - i - j, i, j))
            return tuple(sorted((c, w) for c, w in parts if w))
        for i in range(m):
            for j in range(m - i):
                triangles.append((point(i, j), point(i+1, j), point(i, j+1)))
                if i + j < m - 1:
                    triangles.append((point(i+1, j), point(i+1, j+1), point(i, j+1)))
    return triangles


def hamiltonian(bonds, atoms):
    pairs = np.array(sorted(bonds))
    rows = np.concatenate([pairs[:, 0], pairs[:, 1]])
    cols = np.concatenate([pairs[:, 1], pairs[:, 0]])
    matrix = coo_matrix((-np.ones(len(rows)), (rows, cols)), shape=(atoms, atoms)).tocsc()
    assert np.all(np.asarray(matrix.sum(axis=0)) == -3)
    return matrix


def cage_mm(m):
    """Cage (m,m): truncated triangulation, one atom per directed edge."""
    triangles, index, bonds = triangulation(m), {}, set()

    def atom(u, v):
        return index.setdefault((u, v), len(index))

    for tri in triangles:
        for u, v, w in itertools.permutations(tri):
            bonds.add(tuple(sorted((atom(u, v), atom(u, w)))))
            bonds.add(tuple(sorted((atom(u, v), atom(v, u)))))
    assert len(index) == 60*m*m
    return hamiltonian(bonds, len(index))


def cage_m0(m):
    """Cage (m,0): dual of the triangulation, one atom per triangle."""
    triangles, sharing = triangulation(m), {}
    for n, tri in enumerate(triangles):
        for edge in itertools.combinations(tri, 2):
            sharing.setdefault(frozenset(edge), []).append(n)
    return hamiltonian({tuple(pair) for pair in sharing.values()}, len(triangles))


def inverse_iteration(matrix, keep):
    """Levels nearest zero from a block that holds all degenerate copies.

    The Ritz step uses the inverse matrix: unconverged mixtures of positive and
    negative levels then get small inverse values and are not taken for levels
    near zero.
    """
    solver = splu(matrix)
    block = np.random.default_rng(1).standard_normal((matrix.shape[0], 60))
    for _ in range(40):
        block = np.linalg.qr(solver.solve(block))[0]
    inverse = block.T @ solver.solve(block)
    inverse_values, mix = np.linalg.eigh((inverse + inverse.T)/2)
    order = np.argsort(-np.abs(inverse_values))[:keep]
    values, vectors = 1/inverse_values[order], block @ mix[:, order]
    residual = matrix @ vectors - vectors*values
    assert np.max(np.linalg.norm(residual, axis=0)) < 1e-6
    return np.sort(values)


def central_levels(matrix, keep=26):
    """Eigenvalues nearest zero and, for small cages, the whole spectrum."""
    atoms = matrix.shape[0]
    if atoms > 1000:
        return inverse_iteration(matrix, keep), None
    values = np.linalg.eigvalsh(matrix.toarray())
    window = np.sort(values[np.argsort(np.abs(values))[:keep]])
    if atoms > 900:
        assert np.allclose(inverse_iteration(matrix, keep), window, rtol=0, atol=1e-8)
    return window, values


def multiplets(values):
    groups = np.split(values, np.where(np.diff(values) > 1e-6)[0] + 1)
    return [(group.mean(), len(group)) for group in groups]


def radius(atoms):
    return np.sqrt(atoms*3*np.sqrt(3)/4/(4*np.pi))


# ---------- cages (m,m): two triplets approach zero ----------
table = []
for m in (1, 2, 4, 5, 10):
    cage = cage_mm(m)
    atoms = cage.shape[0]
    window, full = central_levels(cage)
    levels = multiplets(window)
    nearest = sorted(levels, key=lambda item: abs(item[0]))[:2]
    assert [item[1] for item in nearest] == [3, 3]
    triplets = sorted(item[0] for item in nearest)
    if full is not None:
        assert np.sum(full < triplets[0] - 1e-6) == atoms//2
    below = max((item for item in levels if item[0] < triplets[0] - 1e-6))
    above = min((item for item in levels if item[0] > triplets[1] + 1e-6))
    assert below[1] == 5
    unit = speed/radius(atoms)
    table.append((atoms, unit, below[0], triplets[0], triplets[1], above[0]))
reduced = [np.mean(row[3:5])/row[1] for row in table]
assert all(later < earlier for earlier, later in zip(reduced, reduced[1:]))
assert reduced[-1] < 0.2*min(-table[-1][2], table[-1][5])/table[-1][1]
lower_shell = window[window < triplets[0] - 1e-6]/unit
upper_shell = window[window > triplets[1] + 1e-6]/unit
assert len(lower_shell) == 10 and len(upper_shell) == 10
shell_mean = (upper_shell.mean() - lower_shell.mean())/2
assert abs(shell_mean/sphere_levels[1] - 1) < 0.25  # polyhedron is not a round sphere

# Apex exponent of the polyhedral zero modes and the resulting energy law in N.
apex_exponent = (-phases[-1]/(2*np.pi) + 1/12)/(5/6)
predicted_power = -(2 + 2*apex_exponent)/2
measured_power = (np.log(np.mean(table[-1][3:5])/np.mean(table[-2][3:5]))
                  / np.log(table[-1][0]/table[-2][0]))
assert abs(measured_power - predicted_power) < 0.1  # finite-size corrections remain

# ---------- cages (m,0): the pattern needs m divisible by 3 ----------
control = []
for m in (3, 4, 5, 6):
    cage = cage_m0(m)
    window, full = central_levels(cage)
    nearest = sorted(multiplets(window), key=lambda item: abs(item[0]))[:2]
    counts = [item[1] for item in nearest]
    assert (counts == [3, 3]) == (m % 3 == 0)
    unit = speed/radius(cage.shape[0])
    control.append((m, cage.shape[0], counts, [item[0]/unit for item in nearest]))

# ---------- worked example and output ----------
hopping, bond_length = 0.1, 2.7
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0]*1e10
print(f"Dirac speed from the honeycomb: {speed:.4f} t a")
print("valley holonomy phases / pi:", np.round(phases/np.pi, 4))
print(f"monopole charge from 12 pentagons: +-{charge:.2f}")
for (g, chirality), count in zero_counts.items():
    name = "upper" if chirality == 1 else "lower"
    print(f"zero modes, g = {g:+.1f}, {name} component: {count}")
print("sphere levels j = 1..4 in v/R:", np.round(sphere_levels, 4))
print(f"C60 example: t = {hopping} hartree, a = {bond_length} bohr")
c60_radius = radius(60)*bond_length
c60_unit = table[0][1]*hopping
print(f"C60 radius: {c60_radius:.4f} bohr = {c60_radius*bohr_angstrom:.4f} angstrom")
print(f"C60 v/R: {c60_unit:.5f} hartree = {c60_unit*hartree_ev:.4f} eV")
print(f"C60 sphere level j = 2: {sphere_levels[1]*c60_unit:.5f} hartree"
      f" = {sphere_levels[1]*c60_unit*hartree_ev:.4f} eV")
for name, value in zip(("fivefold level below", "first triplet", "second triplet",
                        "next level above"), table[0][2:]):
    print(f"C60 lattice, {name}: {value:.4f} t = {value*hopping:.5f} hartree"
          f" = {value*hopping*hartree_ev:.4f} eV")
print("cages (m,m), energies in v/R: below, triplet 1, triplet 2, above, triplet mean")
for row, mean in zip(table, reduced):
    print(f"C{row[0]}:", " ".join(f"{value/row[1]:.4f}" for value in row[2:]), f"{mean:.4f}")
print(f"C{table[-1][0]} mean of ten levels below: {lower_shell.mean():.4f} v/R")
print(f"C{table[-1][0]} mean of ten levels above: {upper_shell.mean():.4f} v/R")
print(f"C{table[-1][0]} mean distance of this shell from zero, averaged: {shell_mean:.4f} v/R")
print(f"apex exponent of polyhedral zero modes: {apex_exponent:.4f}")
print(f"power of N for triplet energy, estimate: {predicted_power:.4f}")
print(f"power of N, C{table[-2][0]} to C{table[-1][0]}: {measured_power:.4f}")
print("cages (m,0): multiplicities and energies (v/R) of the two levels nearest zero")
for m, atoms, counts, energies in control:
    print(f"m = {m}, C{atoms}: {counts[0]}, {counts[1]};"
          f" {energies[0]:.4f}, {energies[1]:.4f}")
print("verified")
```

Running it gives:

```
Dirac speed from the honeycomb: 1.5000 t a
valley holonomy phases / pi: [-0.5 -0.5  0.5  0.5]
monopole charge from 12 pentagons: +-1.50
zero modes, g = +1.5, upper component: 3
zero modes, g = +1.5, lower component: 0
zero modes, g = -1.5, upper component: 0
zero modes, g = -1.5, lower component: 3
sphere levels j = 1..4 in v/R: [0.     2.     3.1623 4.2426]
C60 example: t = 0.1 hartree, a = 2.7 bohr
C60 radius: 6.7243 bohr = 3.5583 angstrom
C60 v/R: 0.06023 hartree = 1.6389 eV
C60 sphere level j = 2: 0.12046 hartree = 3.2779 eV
C60 lattice, fivefold level below: -0.6180 t = -0.06180 hartree = -1.6818 eV
C60 lattice, first triplet: 0.1386 t = 0.01386 hartree = 0.3771 eV
C60 lattice, second triplet: 0.3820 t = 0.03820 hartree = 1.0394 eV
C60 lattice, next level above: 1.3028 t = 0.13028 hartree = 3.5450 eV
cages (m,m), energies in v/R: below, triplet 1, triplet 2, above, triplet mean
C60: -1.0261 0.2301 0.6342 2.1630 0.4321
C240: -1.4504 0.1981 0.3995 1.9366 0.2988
C960: -1.6936 0.1472 0.2456 1.9739 0.1964
C1500: -1.7397 0.1326 0.2110 1.9771 0.1718
C6000: -1.8302 0.0941 0.1332 1.9771 0.1137
C6000 mean of ten levels below: -1.8606 v/R
C6000 mean of ten levels above: 2.0077 v/R
C6000 mean distance of this shell from zero, averaged: 1.9341 v/R
apex exponent of polyhedral zero modes: -0.2000
power of N for triplet energy, estimate: -0.8000
power of N, C1500 to C6000: -0.7979
cages (m,0): multiplicities and energies (v/R) of the two levels nearest zero
m = 3, C180: 3, 3; 0.1938, 0.4141
m = 4, C320: 4, 4; -0.5670, 1.0775
m = 5, C500: 4, 4; -0.7159, 1.1105
m = 6, C720: 3, 3; 0.1543, 0.2647
verified
```
